# Directional Compton Profiles of the Hydrogenic 2p0 State

## The question

An electron is in the nonrelativistic hydrogenic state 2p0 of a fixed point nucleus with charge $Z$. The quantization axis is $z$. In atomic units, with $a=Z/2$,

$$\psi(\mathbf r)=\left(\frac{a^5}{\pi}\right)^{1/2} z\,e^{-ar}.$$

The momentum amplitude and the momentum density are

$$\phi(\mathbf p)=\frac{1}{(2\pi)^{3/2}}\int e^{-i\mathbf p\cdot\mathbf r}\,\psi(\mathbf r)\,d^3r,\qquad n(\mathbf p)=|\phi(\mathbf p)|^2 .$$

Within the impulse approximation, Compton scattering measures the distribution of one momentum component, the one along the scattering vector. For a unit vector $\mathbf e$ in that direction, the directional Compton profile is

$$J(q,\mathbf e)=\int n(\mathbf p)\,\delta(\mathbf p\cdot\mathbf e-q)\,d^3p .$$

The approximation requires an energy transfer large compared with the binding energy, so that the struck electron recoils as if free. Write $A=a^2+q^2$ throughout. Momenta are in $\hbar/a_0$ and profiles in $a_0/\hbar$.

Several parts need the integrals $I(m,n)=\int_{-\pi/2}^{\pi/2}\sin^m\chi\cos^n\chi\,d\chi$ with even $m,n$. Integrating the derivative of $\sin^{m-1}\chi\cos^{n+1}\chi$ over the interval gives zero, hence $(m+n)\,I(m,n)=(m-1)\,I(m-2,n)$. The derivative of $\sin\chi\cos^{n-1}\chi$ gives in the same way $n\,I(0,n)=(n-1)\,I(0,n-2)$. With $I(0,0)=\pi$ these two rules determine every case.

## (a) Find the momentum density and check its norm

**Answer.** Begin with the transform of $e^{-ar}$. The angular integral of $e^{-i\mathbf p\cdot\mathbf r}$ is $4\pi\sin(pr)/(pr)$, so

$$\int e^{-i\mathbf p\cdot\mathbf r}e^{-ar}d^3r=\frac{4\pi}{p}\int_0^\infty r\sin(pr)\,e^{-ar}dr .$$

Since $\int_0^\infty \sin(pr)e^{-ar}dr=p/(a^2+p^2)$, applying $-\partial/\partial a$ supplies the factor $r$ and gives $2ap/(a^2+p^2)^2$. The transform is therefore $8\pi a/(a^2+p^2)^2$.

The factor $z$ is produced by $z\,e^{-i\mathbf p\cdot\mathbf r}=i\,\partial e^{-i\mathbf p\cdot\mathbf r}/\partial p_z$. Because $\partial p^2/\partial p_z=2p_z$,

$$i\frac{\partial}{\partial p_z}\frac{8\pi a}{(a^2+p^2)^2}=-\frac{32\pi i\,a\,p_z}{(a^2+p^2)^3}.$$

The prefactors combine as

$$\frac{1}{(2\pi)^{3/2}}\frac{a^{5/2}}{\pi^{1/2}}\,32\pi a=\frac{32}{2\sqrt2}\,\frac{a^{7/2}}{\pi}=\frac{8\sqrt2\,a^{7/2}}{\pi},$$

so that

$$\phi(\mathbf p)=-i\,\frac{8\sqrt2\,a^{7/2}}{\pi}\,\frac{p_z}{(a^2+p^2)^3},\qquad n(\mathbf p)=\frac{128a^7}{\pi^2}\,\frac{p_z^2}{(a^2+p^2)^6}.$$

For the norm, the angular integral of $p_z^2$ is $4\pi p^2/3$. With $p=a\tan\chi$,

$$\int_0^\infty\frac{p^4\,dp}{(a^2+p^2)^6}=\frac{1}{a^7}\int_0^{\pi/2}\sin^4\chi\cos^6\chi\,d\chi=\frac{I(4,6)}{2a^7}=\frac{3\pi}{512\,a^7},$$

and $(128a^7/\pi^2)(4\pi/3)(3\pi/512a^7)=1$.

## (b) Find the profile along the axis, its value at $q=0$ and its maxima

**Answer.** For $\mathbf e=\hat{\mathbf z}$ the delta function fixes $p_z=q$. The two components perpendicular to $z$ form a vector $\mathbf k$, with $p^2=q^2+k^2$. The numerator $p_z^2=q^2$ is constant on the plane of integration. With $u=k^2$, $d^2k=2\pi k\,dk=\pi\,du$, and

$$\int\frac{d^2k}{(A+k^2)^6}=\pi\int_0^\infty\frac{du}{(A+u)^6}=\frac{\pi}{5A^5}.$$

Hence

$$J_\parallel(q)=\frac{128\,a^7q^2}{5\pi\,(a^2+q^2)^5},\qquad J_\parallel(0)=0 .$$

The profile at $q=0$ integrates the density over the whole plane $p_z=0$, not just over the point $\mathbf p=0$. The density is nonnegative, so the integral can vanish only if the density vanishes almost everywhere on that plane. Here it does: $p_z=0$ is a nodal plane of $\phi$.

To find the maxima, set $x=q^2$ and differentiate the logarithm of $x/(a^2+x)^5$:

$$\frac1x-\frac{5}{a^2+x}=0\quad\Rightarrow\quad x=\frac{a^2}{4}.$$

The maxima lie at $q=\pm a/2$, where $A=5a^2/4$ and

$$J_\parallel(a/2)=\frac{128a^7}{5\pi}\,\frac{a^2}{4}\left(\frac{4}{5a^2}\right)^5=\frac{32768}{15625\,\pi a}.$$

## (c) Find the profile across the axis and at any angle $\theta$ to it

**Answer.** Take $\mathbf e=\hat{\mathbf x}$. Now $p_z$ is one of the two components in the plane of integration. The denominator depends only on $k^2=p_y^2+p_z^2$, so $p_z^2$ may be replaced by its average over the angle in the plane, $k^2/2$:

$$\int\frac{k^2}{2}\frac{d^2k}{(A+k^2)^6}=\frac{\pi}{2}\int_0^\infty\frac{u\,du}{(A+u)^6}.$$

Writing $u=(A+u)-A$ gives

$$\int_0^\infty\frac{u\,du}{(A+u)^6}=\frac{1}{4A^4}-\frac{A}{5A^5}=\frac{1}{20A^4}.$$

The plane integral is $\pi/(40A^4)$, and multiplication by $128a^7/\pi^2$ yields

$$J_\perp(q)=\frac{16\,a^7}{5\pi\,(a^2+q^2)^4},\qquad J_\perp(0)=\frac{16}{5\pi a}.$$

At a general angle, rotation symmetry about $z$ lets us choose $\mathbf e=(\sin\theta,0,\cos\theta)$. Two unit vectors perpendicular to it are $(\cos\theta,0,-\sin\theta)$ and $\hat{\mathbf y}$. With components $k_u,k_v$ along them,

$$p_z=q\cos\theta-k_u\sin\theta,$$

$$p_z^2=q^2\cos^2\theta-2qk_u\sin\theta\cos\theta+k_u^2\sin^2\theta .$$

The middle term is odd in $k_u$ while the denominator is even, so it integrates to zero. The first term contains the integral of part (b), and the last that of the transverse case. Thus

$$J(q,\theta)=\cos^2\theta\,J_\parallel(q)+\sin^2\theta\,J_\perp(q).$$

At $q=0$ this is $\sin^2\theta\,J_\perp(0)$. The zero is therefore confined to the axial direction, and a small misalignment $\theta$ raises it by an amount proportional to $\theta^2$.

## (d) Explain the value at $q=0$ in position space, and say what would change it

**Answer.** Split $\mathbf r$ into a coordinate $s$ along $\mathbf e$ and a two-dimensional vector $\boldsymbol\rho$ across it. Define the transform along one line,

$$f_q(\boldsymbol\rho)=\frac{1}{\sqrt{2\pi}}\int e^{-iqs}\,\psi\,ds .$$

At fixed $q$, $\phi$ is the two-dimensional unitary Fourier transform of $f_q$ from $\boldsymbol\rho$ to $\mathbf k$. Parseval's theorem then gives

$$J(q,\mathbf e)=\int|\phi|^2d^2k=\frac{1}{2\pi}\int d^2\rho\,\left|\int e^{-iqs}\,\psi\,ds\right|^2 .$$

For $\mathbf e=\hat{\mathbf z}$ and $q=0$, the inner integral is $\int\psi\,dz$ along a line parallel to the axis. The wavefunction is odd under $z\to-z$, so its positive and negative halves cancel on every such line. The argument uses this reflection symmetry and not the radial function. It holds for any normalizable orbital odd in $z$ for which these integrals exist.

For $\mathbf e=\hat{\mathbf x}$, a line at fixed $z\neq0$ stays on one side of the nodal plane. The wavefunction keeps one sign along it, nothing cancels, and $J_\perp(0)>0$.

Breaking the reflection symmetry can remove the zero. Consider the equal hybrid $(\psi_{2s}+\psi_{2p0})/\sqrt2$. The 2s function is real and even under $\mathbf r\to-\mathbf r$, so $\phi_{2s}$ is real, whereas $\phi_{2p0}$ is imaginary. The cross term in the density vanishes, and

$$n_{\rm hyb}=\tfrac12\,(n_{2s}+n_{2p0}),\qquad J_{\rm hyb}(0,\hat{\mathbf z})=\tfrac12 J_{2s}(0).$$

To evaluate this, use $\psi_{2s}=(a^3/\pi)^{1/2}(1-ar)e^{-ar}$. Since $-r\,e^{-ar}=\partial e^{-ar}/\partial a$, its transform follows from part (a), with $D=a^2+p^2$:

$$\left(1+a\frac{\partial}{\partial a}\right)\frac{8\pi a}{D^2}=\frac{16\pi a}{D^2}-\frac{32\pi a^3}{D^3}=\frac{16\pi a(D-2a^2)}{D^3}.$$

Squaring, with the factor $a^3/[\pi(2\pi)^3]$, gives $n_{2s}=32a^5(D-2a^2)^2/(\pi^2D^6)$. On the plane $p_z=0$, $d^2k=\pi\,dD$ with $D$ running from $a^2$ to infinity, so

$$J_{2s}(0)=\frac{32a^5}{\pi}\int_{a^2}^\infty\left(\frac1{D^4}-\frac{4a^2}{D^5}+\frac{4a^4}{D^6}\right)dD$$

$$=\frac{32}{\pi a}\left(\frac13-1+\frac45\right)=\frac{64}{15\pi a}.$$

The hybrid has the axial value $32/(15\pi a)$ in place of zero.

Finite momentum resolution also removes the zero and partly fills the dip. Near $q=0$, $J_\parallel\simeq128q^2/(5\pi a^3)$. Convolution with a normalized Gaussian of standard deviation $\sigma\ll a$ replaces $q^2$ at the centre by $\sigma^2$, leaving approximately $128\sigma^2/(5\pi a^3)$. The next term of the expansion multiplies $q^2$ by $1-5q^2/a^2$, and the Gaussian average of $q^4$ is $3\sigma^4$, so the relative correction is $-15\sigma^2/a^2$. The estimate is therefore good only for very fine resolution: the convolved value lies about 4% below it at $\sigma=0.05a$ and 13% below it at $\sigma=0.1a$.

## (e) Obtain the spherical average in two independent ways

**Answer.** First average the profiles. Over uniformly distributed directions,

$$\langle\cos^2\theta\rangle=\frac12\int_{-1}^{1}c^2\,dc=\frac13,\qquad\langle\sin^2\theta\rangle=\frac23 .$$

Therefore

$$\bar J=\frac{J_\parallel+2J_\perp}{3}=\frac{128a^7q^2}{15\pi A^5}+\frac{32a^7}{15\pi A^4}=\frac{32a^7(4q^2+A)}{15\pi A^5},$$

and, since $A=a^2+q^2$,

$$\bar J(q)=\frac{32\,a^7(a^2+5q^2)}{15\pi\,(a^2+q^2)^5}.$$

Alternatively, average the density first. Replacing $p_z^2$ by $p^2/3$ gives

$$\bar n(p)=\frac{128a^7}{3\pi^2}\frac{p^2}{(a^2+p^2)^6}.$$

For an isotropic density, the plane at distance $|q|$ from the origin has $p^2=q^2+k^2$. At fixed $q$, $k\,dk=p\,dp$, so

$$\bar J(q)=2\pi\int_{|q|}^\infty p\,\bar n(p)\,dp .$$

Put $D=a^2+p^2$, so that $p\,dp=dD/2$ and $p^2=D-a^2$:

$$\bar J=\frac{128a^7}{3\pi}\int_A^\infty\frac{D-a^2}{D^6}\,dD=\frac{128a^7}{3\pi}\left(\frac1{4A^4}-\frac{a^2}{5A^5}\right).$$

The bracket is $(5A-4a^2)/(20A^5)=(a^2+5q^2)/(20A^5)$, which reproduces the first result.

The same average arises for a fixed direction $z$ if the three 2p states are equally populated. For $m=\pm1$, $p_z^2$ in the density is replaced by $(p_x^2+p_y^2)/2$. On the plane $p_z=q$ this is $k^2/2$, the integrand of part (c), so each of these states contributes $J_\perp$ along $z$. The zero of the 2p0 profile is then hidden, even though every atom is in a 2p state.

## (f) Compare the profiles at small, intermediate and large $q$

**Answer.** The ratio of the two principal profiles is

$$\frac{J_\parallel}{J_\perp}=\frac{8q^2}{a^2+q^2}.$$

It equals one when $7q^2=a^2$. At $|q|=a/\sqrt7$ the angular law adds equal quantities with weights $\cos^2\theta$ and $\sin^2\theta$, so the profiles for all directions coincide there. Below this momentum the transverse profile is larger, and above it the axial one.

For $|q|\gg a$ the ratio tends to 8. Both profiles fall as $|q|^{-8}$, so the anisotropy survives in the tail. The factor comes from the numerator of the density: on the axial plane $p_z^2=q^2$, while on the transverse plane its mean with weight $(A+k^2)^{-6}$ is

$$\frac{\pi/(40A^4)}{\pi/(5A^5)}=\frac A8 .$$

For small $q$, let $x=q^2/a^2$. Then

$$\frac{\bar J(q)}{\bar J(0)}=(1+5x)(1+x)^{-5}=(1+5x)(1-5x+15x^2-35x^3+\dots)$$

$$=1-10x^2+40x^3+\dots$$

The quadratic term in $q$ is absent. This flat top follows from the node at the origin of momentum space: differentiating the radial integral gives $d\bar J/dq=-2\pi q\,\bar n(q)$ for $q>0$, and $\bar n\propto q^2$ makes the slope cubic.

The directional profiles show how the cancellation occurs. To first order in $x$,

$$\frac{J(q,\theta)}{J_\perp(0)}=\sin^2\theta+(8\cos^2\theta-4\sin^2\theta)\,x+\dots$$

The coefficient is $12\cos^2\theta-4$. Directions with $\cos^2\theta>1/3$ have a local minimum at $q=0$, and those with $\cos^2\theta<1/3$ a maximum. At $\cos^2\theta=1/3$ the directional profile equals $\bar J$ for every $q$, because its weights are $1/3$ and $2/3$.

## (g) Check the norms and find the second moments

**Answer.** Substitute $q=a\tan\chi$. The norms are

$$\int_{-\infty}^{\infty}J_\parallel\,dq=\frac{128}{5\pi}I(2,6)=\frac{128}{5\pi}\,\frac{5\pi}{128}=1,$$

$$\int_{-\infty}^{\infty}J_\perp\,dq=\frac{16}{5\pi}I(0,6)=\frac{16}{5\pi}\,\frac{5\pi}{16}=1 .$$

The zero at the centre of $J_\parallel$ thus redistributes weight without losing any. The second moments are

$$\langle p_z^2\rangle=\frac{128a^2}{5\pi}I(4,4)=\frac{128a^2}{5\pi}\,\frac{3\pi}{128}=\frac{3a^2}{5},$$

$$\langle p_x^2\rangle=\frac{16a^2}{5\pi}I(2,4)=\frac{16a^2}{5\pi}\,\frac{\pi}{16}=\frac{a^2}{5}.$$

By symmetry $\langle p_y^2\rangle=\langle p_x^2\rangle$, and the sum is $\langle p^2\rangle=a^2=Z^2/4$. The kinetic energy is $Z^2/8$, the negative of the $n=2$ energy $-Z^2/8$, as the virial theorem requires for a Coulomb potential.

## (h) Evaluate the results for $Z=1$ and interpret them

**Answer.** Here $a=0.5$. At zero projected momentum,

$$J_\perp(0)=\frac{16}{5\pi(0.5)}=2.0372,\qquad \bar J(0)=\frac{0+2(2.0372)}{3}=1.3581 .$$

At $60^\circ$ from the axis, $\sin^2\theta=0.75$ and $J(0,60^\circ)=0.75\times2.0372=1.5279$. Selected values, in $a_0/\hbar$, are:

| $q$ ($\hbar/a_0$) | $J_\parallel$ | $J_\perp$ | $\bar J$ |
|---:|---:|---:|---:|
| 0 | 0 | 2.0372 | 1.3581 |
| 0.1890 | 1.1942 | 1.1942 | 1.1942 |
| 0.25 | 1.3351 | 0.8344 | 1.0013 |
| 0.5 | 0.5093 | 0.1273 | 0.2546 |
| 1 | 0.0209 | 0.0033 | 0.0091 |

The second row is the common crossing $a/\sqrt7$. The third is the axial maximum $a/2$, or $4.982\times10^{-25}\ \mathrm{kg\,m/s}$. There the average is $(1.3351+2\times0.8344)/3=1.0013$. At $q=0.5=a$ the predicted ratio is $8/2=4$, in agreement with $0.5093/0.1273$. At $q=2$ it is $8\times4/4.25=7.529$, still about 6% below its limit of 8.

The flat top is visible at $q=0.05$, where $x=0.01$. The leading term predicts a relative drop of $10x^2=1.000\times10^{-3}$. The computed drop is $9.61\times10^{-4}$. Including the next term, $-40x^3=-4\times10^{-5}$, changes the prediction to $9.60\times10^{-4}$.

The second moments are $\langle p_z^2\rangle=0.15$ and $\langle p_x^2\rangle=0.05$, in $(\hbar/a_0)^2$. The axial distribution has the larger spread: both profiles have unit norm, and the axial one is smaller for $|q|<a/\sqrt7$ and larger for $|q|>a/\sqrt7$, so more of its weight lies at large $|q|$.

For the symmetry comparison, the 2s value at $q=0$ is 2.7162 and the hybrid value is 1.3581. The latter coincides with $\bar J(0)$ of the 2p state. The closed forms show that this is no rounding effect: both equal $32/(15\pi a)$, for every $Z$.

The numerical output also gives profiles obtained by direct quadrature of the position-space wavefunction. They differ from the closed forms by less than $10^{-12}\,a_0/\hbar$ at the tested momenta and angles. This agreement tests the algebra and not the physical model, which leaves out relativity, nuclear motion and corrections to the impulse approximation.

## Computed results

```
Momenta in hbar/a0, profiles in a0/hbar
Nuclear charge Z = 1, a = Z/2 = 0.500 1/a0
Closed forms:
   q        J_par     J_perp    J_avg
 0.00000   0.00000   2.03718   1.35812
 0.10000   0.53581   1.74139   1.33953
 0.18898   1.19416   1.19416   1.19416
 0.25000   1.33509   0.83443   1.00132
 0.50000   0.50930   0.12732   0.25465
 1.00000   0.02086   0.00326   0.00913
Same columns from the position-space wavefunction:
 0.00000   0.00000   2.03718   1.35812
 0.25000   1.33509   0.83443   1.00132
 0.50000   0.50930   0.12732   0.25465
J at q = 0, 60 degrees from axis: 1.52789 a0/hbar
Peak of J_par: q = 0.2500 hbar/a0, J = 1.33509 a0/hbar
Peak momentum in SI: 4.9821e-25 kg m/s
Common crossing: q = 0.18898 hbar/a0, J = 1.19416 a0/hbar
J_par/J_perp at q = 2.0 hbar/a0: 7.5294
Flat top at q = 0.050 hbar/a0: relative drop 9.610e-04, leading term 1.000e-03
Norms of J_par, J_perp, J_avg: 1.000000 1.000000 1.000000
<p_z^2> = 0.15000, <p_x^2> = 0.05000, <p^2> = 0.25000 (hbar/a0)^2
Axial J at q = 0: 2s 2.71624, 2s-2p0 hybrid 1.35812 a0/hbar
Largest error, momentum amplitude: 2.9e-13 (a0/hbar)^(3/2)
Largest error, directional profiles: 6.4e-14 a0/hbar
Largest error, spherical average: 1.8e-14 a0/hbar
```
